# Antiferroelectric Instability Before the Clausius–Mossotti Catastrophe in a Simple Cubic Lattice: test program

```python
# Result under test: on a simple cubic lattice of polarizable points the
# alternating-column mode at M=(pi,pi,0)/a, dipoles along z, goes unstable at
# a smaller polarizability than the uniform (Clausius-Mossotti) mode.
# Symbols: a = lattice spacing (1 unless stated), alpha = polarizability volume,
# T(q) = dipole field tensor (field = T p), lambda = its eigenvalues in 1/a^3,
# c(rho) = minus the zz field of a uniform column at lateral distance rho.
# A mode is stable when alpha*lambda < 1. Gaussian units.
import numpy as np
from scipy.special import erfc, k0, zeta
from scipy.linalg import eigh
from scipy.optimize import minimize

pi = np.pi
rng = np.random.default_rng(7)


def integer_points(n):
    g = np.arange(-n, n + 1)
    return np.array(np.meshgrid(g, g, g, indexing="ij")).reshape(3, -1).T.astype(float)


def make_ewald(eta):
    R = integer_points(4)
    R = R[np.sum(R**2, axis=1) > 0]
    r = np.linalg.norm(R, axis=1)
    gauss = 2 * eta / np.sqrt(pi) * np.exp(-(eta * r)**2)
    B = erfc(eta * r) / r**3 + gauss / r**2
    C = 3 * erfc(eta * r) / r**5 + gauss * (3 / r**4 + 2 * eta**2 / r**2)
    S = C[:, None, None] * R[:, :, None] * R[:, None, :] - B[:, None, None] * np.eye(3)
    S = S.reshape(-1, 9)
    G = 2 * pi * integer_points(5)
    self_term = 4 * eta**3 / (3 * np.sqrt(pi)) * np.eye(3)

    def tensor(q):
        q = np.asarray(q, float)
        K = G + q
        K2 = np.sum(K**2, axis=1)
        weight = 4 * pi * np.exp(-K2 / (4 * eta**2)) / K2
        return (np.cos(R @ q) @ S).reshape(3, 3) - (K * weight[:, None]).T @ K + self_term
    return tensor


T = make_ewald(2.0)
T_other = make_ewald(1.7)
M, X, Rpt = np.array([pi, pi, 0]), np.array([pi, 0, 0]), np.array([pi, pi, pi])
generic = np.array([1.9, 1.1, 2.6])

# Direct lattice sum with factor exp(-R^2/s), extrapolated to 1/s -> 0
sites = integer_points(50)
dist2 = np.sum(sites**2, axis=1)
sites, dist2 = sites[dist2 > 0], dist2[dist2 > 0]
pairs = [(0, 0), (1, 1), (2, 2), (0, 1), (0, 2), (1, 2)]
fields = np.array([(3 * sites[:, i] * sites[:, j] - (i == j) * dist2) / dist2**2.5
                   for i, j in pairs])


def direct_tensor(q):
    phase = np.cos(sites @ q)
    total = np.zeros(6)
    for s, w in ((100.0, 8 / 3), (50.0, -2.0), (25.0, 1 / 3)):
        total += w * (fields @ (phase * np.exp(-dist2 / s)))
    out = np.zeros((3, 3))
    for value, (i, j) in zip(total, pairs):
        out[i, j] = out[j, i] = value
    return out


direct_error = 0.0
for q in (M, X, Rpt, generic):
    direct_error = max(direct_error, np.abs(direct_tensor(q) - T(q)).max())
    assert np.allclose(T(q), T_other(q), atol=1e-9)
# tolerance: remainder of the extrapolation in 1/s
assert direct_error < 1e-4
direct_M = direct_tensor(M)[2, 2]
del sites, dist2, fields


# Column coefficients, checked by an explicit sum along one column
def c(rho):
    return 16 * pi**2 * sum(m**2 * k0(2 * pi * m * rho) for m in range(1, 8))


n = np.arange(-100000, 100001, dtype=float)
for rho in (1.0, np.sqrt(2), 2.0):
    column = np.sum((2 * n**2 - rho**2) / (n**2 + rho**2)**2.5)
    assert abs(column + c(rho)) < 1e-8   # omitted tail is about 2e-10

lateral = np.array([(i, j) for i in range(-6, 7) for j in range(-6, 7) if (i, j) != (0, 0)])
rho_all = np.linalg.norm(lateral, axis=1)
c_all = c(rho_all)
odd = (lateral.sum(axis=1) % 2) == 1
own_column = 4 * zeta(3)


def column_lambda(qxy):
    return own_column - np.sum(c_all * np.cos(lateral @ np.asarray(qxy)))


lam_M, lam_X = column_lambda([pi, pi]), column_lambda([pi, 0])
lam_0 = 4 * pi / 3
assert abs(column_lambda([0, 0]) - lam_0) < 1e-9
for qxy in list(rng.uniform(-pi, pi, (20, 2))) + [np.array([0.05, 0.02])]:
    tensor = T([qxy[0], qxy[1], 0])
    assert abs(tensor[2, 2] - column_lambda(qxy)) < 1e-8
    assert np.abs(tensor[2, :2]).max() < 1e-9
    assert lam_0 < tensor[2, 2] < lam_M
gap = 2 * np.sum(c_all[odd])
assert abs(T(M)[2, 2] - lam_0 - gap) < 1e-8
bound_left = 4 * c(1.0)
bound_right = 2 * np.sum(c_all[~odd] * rho_all[~odd]**2)
assert bound_left > bound_right

# Full spectra at the symmetry points
spec_M, spec_X, spec_R = [np.linalg.eigvalsh(T(q)) for q in (M, X, Rpt)]
assert np.allclose(spec_M, [-lam_M / 2, -lam_M / 2, lam_M], atol=1e-8)
assert np.allclose(spec_X, [-2 * lam_X, lam_X, lam_X], atol=1e-8)
assert np.allclose(spec_R, 0, atol=1e-8)


# Brillouin-zone scan and continuous searches
def top(q):
    return np.linalg.eigvalsh(T(q))[-1]


div = 16
scan = []
for i in range(1, div + 1):
    for j in range(i + 1):
        for k in range(j + 1):
            scan.append((top(np.array([i, j, k]) * pi / div), i, j, k))
scan.sort(reverse=True)
assert scan[0][1:] == (div, div, 0)
found = []
for start in rng.uniform(0.2, pi, (12, 3)):
    res = minimize(lambda q: -top(q), start, method="Nelder-Mead",
                   options={"xatol": 1e-5, "fatol": 1e-10, "maxiter": 600})
    found.append(-res.fun)
assert max(found) < lam_M + 1e-8
assert abs(max(found) - lam_M) < 1e-6

# Worked example: round model parameters
a, alpha = 4.0, 13.0                       # angstrom, angstrom^3
reduced = alpha / a**3
alpha_M, alpha_CM = a**3 / lam_M, a**3 / lam_0


def eps_cm(x):
    return (1 + 8 * pi * x / 3) / (1 - 4 * pi * x / 3)


# Small-q response: transverse gives eps, longitudinal gives 1/eps
direction = np.array([1.0, 2.0, 2.0]) / 3
small = np.linalg.eigvalsh(T(1e-4 * direction))
assert np.allclose(small, [-2 * lam_0, lam_0, lam_0], atol=1e-6)
eps_transverse = 1 + 4 * pi / (1 / reduced - small[2])
inverse_longitudinal = 1 - 4 * pi / (1 / reduced - small[0])
assert abs(eps_transverse / eps_cm(reduced) - 1) < 1e-5
assert abs(inverse_longitudinal * eps_cm(reduced) - 1) < 1e-5
eps_max = (lam_M + 2 * lam_0) / (lam_M - lam_0)
assert abs(eps_max - eps_cm(1 / lam_M)) < 1e-8
stiff_M = 1 / alpha - lam_M / a**3
stiff_0 = 1 / alpha - lam_0 / a**3
assert stiff_M < 0 < stiff_0

# Free block of dipoles, real space only
shape = (6, 6, 20)
pos = np.array(list(np.ndindex(*shape)), float)
N = len(pos)
d = pos[:, None, :] - pos[None, :, :]
r2 = np.sum(d**2, axis=2)
np.fill_diagonal(r2, 1.0)
block = np.empty((3 * N, 3 * N))
for i in range(3):
    for j in range(3):
        part = (3 * d[:, :, i] * d[:, :, j] - (i == j) * r2) / r2**2.5
        np.fill_diagonal(part, 0.0)
        block[i * N:(i + 1) * N, j * N:(j + 1) * N] = part
uniform_block = block[2 * N:, 2 * N:].sum() / N
value, vector = eigh(block, subset_by_index=[3 * N - 1, 3 * N - 1])
block_top = value[0]
pz = vector[2 * N:, 0]
z_weight = np.sum(pz**2)
pattern = (-1.0)**(pos[:, 0] + pos[:, 1])
overlap = np.sum(pattern * pz)**2 / N
assert 1 / reduced < block_top < lam_M
assert uniform_block < 1 / reduced
assert z_weight > 0.9 and overlap > 0.5

print("EIGENVALUES (unit 1/a^3)")
print(f"own column, 4 zeta(3): {own_column:.6f}")
print(f"c(1), one nearest column: {c(1.0):.6f}")
print(f"c(sqrt 2), one diagonal column: {c(np.sqrt(2)):.6f}")
print(f"c(2), one column at distance 2a: {c(2.0):.6f}")
print(f"uniform transverse, 4 pi/3: {lam_0:.6f}")
print(f"uniform longitudinal, -8 pi/3: {-2 * lam_0:.6f}")
print(f"uniform mode from column sum: {column_lambda([0, 0]):.6f}")
print(f"M, z polarization: {lam_M:.6f}")
print(f"M, x and y polarization: {spec_M[0]:.6f}")
print(f"M, z polarization, direct lattice sum: {direct_M:.6f}")
print(f"X=(pi,0,0)/a, y and z polarization: {lam_X:.6f}")
print(f"X, x polarization: {spec_X[0]:.6f}")
print(f"R=(pi,pi,pi)/a, largest magnitude: {np.abs(spec_R).max():.1e}")
print(f"gap between M and uniform mode: {gap:.6f}")
print(f"plane-maximum test, left side 4c(1): {bound_left:.6f}")
print(f"plane-maximum test, right side: {bound_right:.6f}")
print(f"largest Ewald/direct difference: {direct_error:.1e}")
print("ZONE SEARCH")
print(f"grid points in irreducible wedge: {len(scan)}")
print(f"highest grid value: {scan[0][0]:.6f} 1/a^3")
print(f"its q in units of pi/a: {[v / div for v in scan[0][1:]]}")
print(f"next grid value: {scan[1][0]:.6f} 1/a^3")
print(f"best of {len(found)} continuous searches: {max(found):.6f} 1/a^3")
print("THRESHOLDS")
print(f"alpha/a^3 at M instability: {1 / lam_M:.6f}")
print(f"alpha/a^3 at uniform catastrophe: {1 / lam_0:.6f}")
print(f"ratio of thresholds, M/uniform: {lam_0 / lam_M:.4f}")
print(f"dielectric constant at M instability: {eps_max:.3f}")
print("EXAMPLE")
print(f"lattice spacing a: {a:.1f} angstrom")
print(f"polarizability alpha: {alpha:.1f} angstrom^3")
print(f"alpha/a^3: {reduced:.6f}")
print(f"M threshold: {alpha_M:.3f} angstrom^3")
print(f"uniform threshold: {alpha_CM:.3f} angstrom^3")
print(f"alpha*lambda at M: {reduced * lam_M:.4f}")
print(f"alpha*lambda, uniform transverse: {reduced * lam_0:.4f}")
print(f"stiffness at M: {stiff_M:.6f} angstrom^-3")
print(f"stiffness, uniform transverse: {stiff_0:.6f} angstrom^-3")
print(f"Clausius-Mossotti dielectric constant: {eps_cm(reduced):.3f}")
print("FREE BLOCK")
print(f"block size: {shape[0]} x {shape[1]} x {shape[2]}, {N} dipoles")
print(f"a^3/alpha of the example: {1 / reduced:.4f}")
print(f"largest block eigenvalue: {block_top:.4f} 1/a^3")
print(f"mean-field value of uniform z pattern: {uniform_block:.4f} 1/a^3")
print(f"z weight of softest mode: {z_weight:.4f}")
print(f"squared overlap with alternating columns: {overlap:.4f}")
print("all assertions hold")
```

Printed output:

```
EIGENVALUES (unit 1/a^3)
own column, 4 zeta(3): 4.808228
c(1), one nearest column: 0.145515
c(sqrt 2), one diagonal column: 0.009067
c(2), one column at distance 2a: 0.000193
uniform transverse, 4 pi/3: 4.188790
uniform longitudinal, -8 pi/3: -8.377580
uniform mode from column sum: 4.188790
M, z polarization: 5.353577
M, x and y polarization: -2.676789
M, z polarization, direct lattice sum: 5.353578
X=(pi,0,0)/a, y and z polarization: 4.843722
X, x polarization: -9.687443
R=(pi,pi,pi)/a, largest magnitude: 3.2e-15
gap between M and uniform mode: 1.164787
plane-maximum test, left side 4c(1): 0.582061
plane-maximum test, right side: 0.151317
largest Ewald/direct difference: 3.5e-06
ZONE SEARCH
grid points in irreducible wedge: 968
highest grid value: 5.353577 1/a^3
its q in units of pi/a: [1.0, 1.0, 0.0]
next grid value: 5.348696 1/a^3
best of 12 continuous searches: 5.353577 1/a^3
THRESHOLDS
alpha/a^3 at M instability: 0.186791
alpha/a^3 at uniform catastrophe: 0.238732
ratio of thresholds, M/uniform: 0.7824
dielectric constant at M instability: 11.789
EXAMPLE
lattice spacing a: 4.0 angstrom
polarizability alpha: 13.0 angstrom^3
alpha/a^3: 0.203125
M threshold: 11.955 angstrom^3
uniform threshold: 15.279 angstrom^3
alpha*lambda at M: 1.0874
alpha*lambda, uniform transverse: 0.8508
stiffness at M: -0.006727 angstrom^-3
stiffness, uniform transverse: 0.011473 angstrom^-3
Clausius-Mossotti dielectric constant: 18.114
FREE BLOCK
block size: 6 x 6 x 20, 720 dipoles
a^3/alpha of the example: 4.9231
largest block eigenvalue: 5.2707 1/a^3
mean-field value of uniform z pattern: 2.6582 1/a^3
z weight of softest mode: 0.9998
squared overlap with alternating columns: 0.7079
all assertions hold
```
